\section*{Matthiessen's rule as a lower bound on channel resistivity}

\section{Two resistances that do not add}

In a model electron channel, unscreened charged centres alone, treated in the Born approximation, give a sheet resistance of $3805\,\Omega$, and polar optical phonons alone give $5673\,\Omega$. Matthiessen's rule adds them to $9478\,\Omega$. The Boltzmann equation with both mechanisms present gives $11681\,\Omega$, which is 23\% above the sum, although the scattering rates themselves were simply added. A smaller case, solvable by hand, shows how added rates can fail to give added resistivities.

\section{A counter-example in closed form}

Take a dilute two-dimensional electron gas with parabolic band, mass $m$, charge $-e$ and density $n$. Let each mechanism have a relaxation time $\tau(E)$. A weak field $F$ along $x$ gives $\hbar\dot k_x=-eF$. With $w=-\partial f_0/\partial E$, the steady Boltzmann equation for $f=f_0+\delta f$ is
\begin{equation}
eFv_xw=-\frac{\delta f}{\tau},\qquad \delta f=-eF\tau v_xw .
\end{equation}
The current density is $-e$ times the sum of $v_x\delta f$ over states per unit area, so the conductivity is $e^2$ times the sum of $v_x^2w\tau$. The angular average of $v_x^2$ is $E/m$, the density of states is constant, and for dilute carriers $w=f_0/k_BT$ with $f_0\propto \exp(-E/k_BT)$. Writing $\xi=E/k_BT$ and dividing by the density,
\begin{equation}
\sigma=\frac{ne^2}{m}\bar\tau,\qquad
\bar\tau=\int_0^\infty \xi\,\tau(\xi)\,e^{-\xi}\,d\xi .
\label{mean}
\end{equation}

Choose $\tau_1=t\xi$ and $\tau_2=2t$, where $t$ is a fixed time. Then
\begin{equation}
\bar\tau_1=t\int_0^\infty\xi^2e^{-\xi}d\xi=2t,\qquad
\bar\tau_2=2t\int_0^\infty\xi e^{-\xi}d\xi=2t .
\end{equation}
The two mobilities are equal, and Matthiessen's rule predicts $\bar\tau=(1/2t+1/2t)^{-1}=t$.

What adds is the rate at each energy:
\begin{equation}
\frac1{\tau_{12}}=\frac1{t\xi}+\frac1{2t}=\frac{\xi+2}{2t\xi},
\qquad \tau_{12}=\frac{2t\xi}{\xi+2}.
\end{equation}
Since $\xi^2=(\xi+2)(\xi-2)+4$,
\begin{align}
\bar\tau_{12}&=2t\int_0^\infty\left[\xi-2+\frac{4}{\xi+2}\right]e^{-\xi}d\xi\nonumber\\
&=2t\left[-1+4\exp(2)\,E_1(2)\right]=0.891\,t .
\end{align}
Here $E_1(2)=\int_2^\infty e^{-y}dy/y$ enters through $y=\xi+2$. The rule overestimates the mobility by 12\%.

The first mechanism alone lets fast carriers carry much of the current. The second caps their time at $2t$, while slow carriers remain limited by the first. Neither mechanism now acts on the distribution it would have produced alone.

\section{The correct statement}

Let two mechanisms act on the same carriers, with the same band, density, temperature and screening in all three situations compared: first alone, second alone, both. Assume that their transition rates add, that each obeys detailed balance with a bath in equilibrium, that the field is weak and steady, and that there is no magnetic field. Let the current flow in an isotropic channel or along an axis that is principal in all three situations. Then
\begin{equation}
\rho_{12}\ge\rho_1+\rho_2,\qquad
\frac1{\mu_{12}}\ge\frac1{\mu_1}+\frac1{\mu_2}.
\label{claim}
\end{equation}
The second form follows from $1/\mu=ne\rho$ at fixed $n$. Matthiessen's rule thus gives a lower bound on resistivity and an upper bound on mobility.

The additivity of rates is essential. If two amplitudes interfere, the rate contains $|M_1+M_2|^2$. For $M_2=-M_1/2$ in every transition, the combined rate is $|M_1|^2/4$, while the separate rates sum to $5|M_1|^2/4$, so the combined resistivity is below the sum. Likewise, if introducing the second mechanism changes the density or the screening, $\rho_1$ and $\rho_2$ in (\ref{claim}) must both be evaluated under the conditions of the combined case.

\section{Proof}

\subsection{The collision operator}

Write $f=f_0+w\varphi$, where $w=f_0(1-f_0)/k_BT$. A prime denotes the state $k'$. The collision term is
\begin{equation}
C_k=\sum_{k'}\left[W(k',k)f'(1-f)-W(k,k')f(1-f')\right].
\end{equation}
Detailed balance makes the two equilibrium flows equal:
\begin{equation}
\Lambda_{kk'}=W(k,k')f_0(1-f_0')=W(k',k)f_0'(1-f_0)=\Lambda_{k'k}.
\end{equation}
To first order in $\varphi$, the gain and loss terms change by
\begin{align}
\text{gain:}&\quad \frac{\Lambda_{kk'}}{k_BT}\left[(1-f_0')\varphi'-f_0\varphi\right],\nonumber\\
\text{loss:}&\quad \frac{\Lambda_{kk'}}{k_BT}\left[(1-f_0)\varphi-f_0'\varphi'\right].
\end{align}
Their difference is $\Lambda_{kk'}(\varphi'-\varphi)/k_BT$. Hence $C=-P\varphi$ with
\begin{equation}
(P\varphi)_k=\frac1{k_BT}\sum_{k'}\Lambda_{kk'}(\varphi_k-\varphi_{k'}).
\end{equation}
Let $\langle a,b\rangle$ be the sum of $a_kb_k$ over all states, spin included, divided by the area $S$. Exchanging $k$ and $k'$ and averaging the two expressions gives
\begin{equation}
\langle a,Pb\rangle=\frac1{2Sk_BT}\sum_{kk'}\Lambda_{kk'}(a_k-a_{k'})(b_k-b_{k'}).
\label{quad}
\end{equation}
So $P$ is symmetric, and $\langle a,Pa\rangle\ge0$.

\subsection{The variational principle}

The steady equation is $eFX=-P\varphi$ with $X=v_xw$. Setting $\varphi=-eF\psi$ gives
\begin{equation}
P\psi=X,\qquad j=-e\langle X,\varphi\rangle=e^2F\langle X,\psi\rangle,\qquad
\rho=\frac{1}{e^2\langle X,\psi\rangle}.
\end{equation}
For any trial function $\varphi$ with $\langle X,\varphi\rangle\ne0$, define
\begin{equation}
R[\varphi]=\frac{\langle\varphi,P\varphi\rangle}{e^2\langle X,\varphi\rangle^2}.
\end{equation}
The Cauchy--Schwarz inequality holds for the non-negative form (\ref{quad}), so
\begin{equation}
\langle X,\varphi\rangle^2=\langle\psi,P\varphi\rangle^2
\le\langle\psi,P\psi\rangle\langle\varphi,P\varphi\rangle
=\langle X,\psi\rangle\langle\varphi,P\varphi\rangle .
\end{equation}
Dividing by $e^2\langle X,\psi\rangle\langle X,\varphi\rangle^2$ gives $R[\varphi]\ge\rho$. Inserting $\varphi=\psi$ gives equality. The numerator of $R$ measures dissipation and the denominator the squared current: the true distribution carries a given current with the least dissipation.

\subsection{Two mechanisms}

Added rates mean $P_{12}=P_1+P_2$. The numerator of $R$ is linear in $P$, and the denominator does not contain it. At the combined solution,
\begin{equation}
\rho_{12}=R_1[\psi_{12}]+R_2[\psi_{12}]\ge\rho_1+\rho_2 ,
\end{equation}
because $\psi_{12}$ is a legitimate trial function for each mechanism separately. This proves (\ref{claim}). Repeating the step extends it to any finite number of mechanisms.

\section{The size of the excess}

Normalize the solutions as $\varphi_i=\psi_i/\langle X,\psi_i\rangle$, so that $\langle X,\varphi_i\rangle=1$ and $P_i\varphi_i=e^2\rho_iX$. Normalize $\varphi_{12}$ likewise and put $d_i=\varphi_{12}-\varphi_i$. Then $\langle X,d_i\rangle=0$ and
\begin{align}
e^2R_i[\psi_{12}]&=\langle\varphi_i,P_i\varphi_i\rangle+2\langle d_i,P_i\varphi_i\rangle+\langle d_i,P_id_i\rangle\nonumber\\
&=e^2\rho_i+0+\langle d_i,P_id_i\rangle .
\end{align}
Summing over $i$,
\begin{equation}
\rho_{12}-\rho_1-\rho_2=\frac1{e^2}\sum_{i=1,2}\langle d_i,P_id_i\rangle .
\label{excess}
\end{equation}

The excess vanishes if and only if $P_id_i=0$ for both $i$, which means that $\varphi_{12}$ solves both separate equations up to scale. Conversely, a shared solution $\varphi$ obeys $(P_1+P_2)\varphi=e^2(\rho_1+\rho_2)X$, and the resistivities add. With relaxation times, $\psi_i=v_x\tau_i$, so the condition is a constant ratio $\tau_1/\tau_2$; the times themselves may vary with energy. In the degenerate limit of an isotropic band, with elastic scattering that depends on direction only through the angle between the two states, $w$ selects one energy, the ratio there is a single number, and the rule is recovered.

Using $\psi_1$ as a trial function for the combined problem gives an upper bound:
\begin{equation}
\rho_{12}\le\rho_1+R_2[\psi_1].
\label{upper}
\end{equation}
In the dilute example, a trial function $v_xs(\xi)$ gives
\begin{equation}
R_i=\frac{m}{ne^2}\,
\frac{\int_0^\infty\xi s^2\tau_i^{-1}e^{-\xi}d\xi}{\left(\int_0^\infty\xi s\,e^{-\xi}d\xi\right)^2}.
\label{dilute}
\end{equation}
With $s=\xi$ and $\tau_2=2t$ the integrals are $3/t$ and $2$, so $R_2[\psi_1]=3/4$ in units of $m/(ne^2t)$. In these units $\rho_1=\rho_2=1/2$, and $\rho_{12}=1/0.891=1.12$ lies between the bounds $1$ and $5/4$.

The upper bound also settles the limit of a weak second mechanism. Replace $P_2$ by $\lambda P_2$ with small $\lambda$. Then
\begin{equation}
\rho_1+\lambda R_2[\psi_{12}]\le\rho_{12}\le\rho_1+\lambda R_2[\psi_1].
\end{equation}
If $\psi_{12}$ tends smoothly to $\psi_1$, the first-order increase is $\lambda R_2[\psi_1]$, not $\lambda\rho_2$. In the dilute example it is $3/2$ times the value the rule assigns. A weak mechanism makes the total nearly right without making its own contribution right.

\section{The channel with inelastic scattering}

The opening example has one parabolic subband of zero thickness, with $m=0.2\,m_e$, $T=300$ K and $n=10^{16}\,\mathrm{m^{-2}}$. The static and high-frequency relative permittivities are $\epsilon_s=10$ and $\epsilon_\infty=5$. These are round model parameters.

Mechanism A is a density $N_c=10^{15}\,\mathrm{m^{-2}}$ of unscreened, uncorrelated charged centres in the channel plane, treated in the Born approximation. Their potential has the Fourier transform $e^2/(2\epsilon q)$ in magnitude, with $\epsilon=\epsilon_s\epsilon_0$. For elastic scattering through an angle $\alpha$, $q^2=2k^2(1-\cos\alpha)$. With the density of states per spin $D_1=m/(2\pi\hbar^2)$,
\begin{align}
\frac1{\tau_A}&=\frac{2\pi}{\hbar}N_cD_1\int_0^{2\pi}\frac{d\alpha}{2\pi}
\frac{e^4(1-\cos\alpha)}{4\epsilon^2q^2}\nonumber\\
&=\frac{N_cme^4}{8\epsilon^2\hbar^3k^2}=\frac{N_ce^4}{16\epsilon^2\hbar E}.
\end{align}
The last step uses $k^2=2mE/\hbar^2$. At $E=k_BT$ this gives $\tau_A=83$ fs.

This rate is a model choice, not a quantitative account of such centres. The Born approximation needs $e^2/(4\pi\epsilon\hbar v)\ll1$, but this parameter is 1.03 at $E=k_BT$, where the exact two-dimensional Coulomb rate is only 0.31 of the Born rate. With the exact rate the inequality still holds, but the excess in this channel falls from 23\% to about 8\%. Screening matters as well. At this density the static screening wave number is 0.76 of the thermal wave number $\sqrt{2mk_BT}/\hbar$, and screening the centres alone, within the Born approximation, lowers the excess to about 10\%. All numbers below use the unscreened Born rate.

Mechanism B is the Fr\"ohlich coupling to phonons of energy $\hbar\omega=90$ meV. In a volume $V$ its squared matrix element is $e^2\hbar\omega(\epsilon_\infty^{-1}-\epsilon_s^{-1})/(2\epsilon_0VQ^2)$, apart from the phonon occupation factor. Summing over the wave vector normal to the sheet uses $\int dq_z/[2\pi(q^2+q_z^2)]=1/(2q)$ and leaves $c/(Sq)$, with
\begin{equation}
c=\frac{e^2\hbar\omega}{4\epsilon_0}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
\end{equation}

By isotropy, $\varphi=u(E)\cos\theta$. Let $u_+=u(E+\hbar\omega)$. Averaging the squared difference of $\varphi$ over the common orientation of two states at relative angle $\alpha$ gives $\frac12(u^2+u_+^2-2uu_+\cos\alpha)$. Counting each pair once removes the factor $1/2$ in (\ref{quad}), so
\begin{align}
\langle\varphi,P_B\varphi\rangle={}&\frac{2\pi cN_\omega D_1^2}{\hbar k_BT}\int_0^\infty dE\,f_0(E)\left[1-f_0(E+\hbar\omega)\right]\nonumber\\
&\times\left[I_0(u^2+u_+^2)-2I_1uu_+\right].
\label{polar}
\end{align}
Here $N_\omega=0.032$ is the phonon occupation, and $I_0$, $I_1$ are the angular averages of $1/q$ and $\cos\alpha/q$. The total density of states $2D_1$ has cancelled the orientation factor $1/2$. The term in $I_1$ is in-scattering: it links energies one phonon apart, so B has no relaxation time independent of the rest of the distribution.

On an energy grid, $P\psi=X$ becomes a set of linear equations for $u$. An iterative solution built from separate in- and out-scattering rates agrees with it, and halving the number of grid cells changes the ratio $\rho_{AB}/(\rho_A+\rho_B)$ by $9\times10^{-5}$.

The effective time $u/v$ shows why the two mechanisms conflict:
\begin{center}
\begin{tabular}{cccc}
$E$ (meV) & A (fs) & B (fs) & both (fs)\\
29.25 & 94 & 132 & 56\\
84.75 & 273 & 183 & 110\\
95.25 & 306 & 8.6 & 6.3
\end{tabular}
\end{center}
Above 90 meV an electron can emit a phonon, with a weight $N_\omega+1$ instead of $N_\omega$, and the time for B collapses. The time for A keeps rising in proportion to energy. At 95 meV the combined time gives a product of wave number and mean free path, $2E\tau/\hbar$, of only about 1.8, so the semiclassical Boltzmann description is marginal there. The phonon coupling is not weak either: the Fr\"ohlich constant is 0.55, and the out-scattering rate at 95 meV corresponds to an energy width of about 110 meV, more than the phonon energy, so the sharp threshold belongs to the lowest-order golden rule and would be broadened in a real channel. Below about 12 meV the product is less than 1 and the description fails. About a third of the electrons lie in that range, but in this model they carry only about 2\% of the current.

The excess is $11681-9478=2203\,\Omega$. By (\ref{excess}) it splits into $1925\,\Omega$ from A and $278\,\Omega$ from B: the combined distribution costs far more extra dissipation in A than in B. The upper bounds agree with this reading. The distribution of B gives $\rho_{AB}\le12700\,\Omega$, while that of A gives about $104000\,\Omega$. Every pair in (\ref{polar}) has a member above 90 meV, where the effective time of A is far longer than that of B.

The true mobility is $0.0534\,\mathrm{m^2/(V\,s)}$, or $534\,\mathrm{cm^2/(V\,s)}$; the rule gives $0.0659\,\mathrm{m^2/(V\,s)}$, or $659\,\mathrm{cm^2/(V\,s)}$. Suppose $\mu_A=0.164\,\mathrm{m^2/(V\,s)}$ is known and B is extracted by subtraction:
\begin{equation}
\left(\frac1{0.0534}-\frac1{0.164}\right)^{-1}\mathrm{m^2/(V\,s)}\approx0.079\,\mathrm{m^2/(V\,s)} .
\end{equation}
The actual $\mu_B$ is $0.110\,\mathrm{m^2/(V\,s)}$. Subtraction charges the whole excess to B and makes its mobility 28\% too low.

At $n=10^{17}\,\mathrm{m^{-2}}$ in the same unscreened model, the combined resistance is only 2\% above the sum. Yet $\rho_A=161\,\Omega$, whereas subtracting $\rho_B$ from the total gives $1969-1768=201\,\Omega$. The small error in the total is a 25\% error in the minor contribution.

\section{A mechanism with no resistance of its own}

Carrier--carrier collisions that conserve momentum cannot stop a drifting gas in a parabolic band. Model them as relaxation at a rate $\nu$ toward a drifted distribution, for which $\varphi\propto v_x$:
\begin{equation}
P_C\varphi=\nu w\left[\varphi-v_x\frac{\langle wv_x,\varphi\rangle}{\langle wv_x,v_x\rangle}\right].
\end{equation}
This operator is symmetric, and it is non-negative by Cauchy--Schwarz with weight $w$. Since $P_Cv_x=0$, the minimum of $R_C$ is zero, and $\rho_C=0$. The proof of the inequality needs only $R_C\ge0$ here, so it still gives $\rho_{AC}\ge\rho_A$.

The collisions do raise the resistance. With $\nu=10^{13}\,\mathrm{s^{-1}}$, it goes from $3805\,\Omega$ to $4906\,\Omega$. As $\nu\to\infty$, any departure from $\varphi\propto v_x$ becomes prohibitively dissipative, and the resistance tends to $R_A[v_x]=6832\,\Omega$. For dilute carriers, setting $s=1$ and $\tau_A=t\xi$ in (\ref{dilute}) gives $R_A[v_x]=m/(ne^2t)$, twice $\rho_A=m/(2ne^2t)$. At the density of the example the factor is 1.80. Collisions that remove no momentum thus redistribute it toward slow carriers, which the charged centres scatter strongly.

\section*{Table of computed values}
\begin{verbatim}
Random operators: trials 200, states 24
Random operators: smallest relative excess 0.00862
Random operators: largest relative excess 0.09169
Linearization relative error 1.7e-13
Shared-distribution equality error 3.3e-16
Hand case mean times 1, 2: 2.0000, 2.0000 t
Hand case true combined time 0.8906 t
Hand case Matthiessen time 1.0000 t
Hand case rule/true mobility 1.1228
Mass 0.2 m_e; temperature 300 K
Electron density 1.0e+16 m^-2
Centre density 1.0e+15 m^-2
Relative permittivity static 10.0, high 5.0
Phonon energy 90.0 meV; occupation 0.03174
Thermal energy 25.852 meV
Fermi level from band edge -13.692 meV
Centre relaxation time at E=kT 83.15 fs
Sheet resistance A 3804.86 ohm
Sheet resistance B 5672.91 ohm
Sum of A and B 9477.77 ohm
True combined sheet resistance 11681.15 ohm
Excess 2203.38 ohm; ratio true/sum 1.2325
Excess part from A 1925.09 ohm
Excess part from B 278.29 ohm
Upper bound, trial from A 103876.05 ohm
Upper bound, trial from B 12699.93 ohm
Mobility A 0.16404 m^2/(V s)
Mobility B 0.11002 m^2/(V s)
Mobility true combined 0.05343 m^2/(V s)
Mobility by Matthiessen 0.06585 m^2/(V s)
True combined mobility 534.3 cm^2/(V s)
Matthiessen mobility 658.5 cm^2/(V s)
Apparent B mobility by subtraction 0.07924 m^2/(V s)
Apparent/true B mobility 0.7203
Change of ratio on coarser grid 8.8e-05
Iterative check, relative errors 7.8e-15, 1.5e-14
Effective times u/v: energy (meV), A, B, combined (fs)
  9.75  31.36  104.16  24.63
  29.25  94.08  132.25  55.64
  59.25  190.57  164.31  88.89
  84.75  272.59  183.36  110.27
  95.25  306.36  8.59  6.26
  119.25  383.55  21.53  11.89
Density scan: n (m^-2), A, B, combined (ohm), true/sum
  3e+15  13741.71  17270.93  38882.38  1.2538
  1e+16  3804.86  5672.91  11681.15  1.2325
  3e+16  1016.28  2494.13  4203.13  1.1973
  1e+17  160.55  1767.91  1969.19  1.0211
Conserving collision rate 1.0e+13 s^-1
A plus conserving collisions 4906.53 ohm
Strong-collision limit 6831.31 ohm
Limit/A at example density 1.7954
Limit/A for dilute carriers 1.9991
\end{verbatim}
